The Collisional Ion Sheath with a Constant Mean Free Path, part 2

A negatively biased electrode in a plasma is covered by a steady, planar sheath, from the plasma edge at x = 0 to the electrode at x = s. The problem is how ion current, voltage and thickness are related when the ions collide on the way, and where that relation holds. Equations are in SI units; ε₀ is the vacuum permittivity and k_B Boltzmann's constant.

Φ(x) is the potential drop from the edge, V = Φ(s), and E = dΦ/dx is the field towards the electrode. Ions of charge e, mass M and density n carry the current density J. In the basic model they collide only by charge exchange with their parent gas, which leaves a fast neutral atom and a new ion at rest. The mean free path λ is constant and much smaller than s. Electrons, the edge field and ionization in the sheath are neglected. If the drift speed u follows the local field,

u = aE^(1/2), a = [2eλ/(πM)]^(1/2)

J_loc = (2/3)(5/3)^(3/2) ε₀a V^(3/2)/s^(5/2).

Then E is proportional to x^(2/3), E(s) = 5V/(3s), and the mean impact energy is eE(s)λ. For u = bE^p, part (e) gave

J = [ε₀b/(1+p)] [(2+p)/(1+p)]^(1+p) V^(1+p)/s^(2+p).

The example is an argon plasma sustained by a separate source, at 150 mTorr and T_gas = 300 K. The atom density is N = 4.83 × 10²¹ m⁻³, the charge-exchange cross-section σ = 4.0 × 10⁻¹⁹ m², and M = 6.63 × 10⁻²⁶ kg. With λ = 0.518 mm, s = 10 mm and V = 1000 V, J_loc = 1.133 A/m².

When the field varies over a mean free path, ions entering at rest have the density found in part (g), with x' the birthplace of an ion:

v(x',x) = {2e[Φ(x) − Φ(x')]/M}^(1/2)

n(x) = (J/e){∫₀^x exp[−(x−x')/λ]/[λv(x',x)] dx' + exp(−x/λ)/v(0,x)}.

Part (h) asks for Poisson's equation with this density in dimensionless form, what it implies for the dependence on V and s, and the collisionless limit.

**Solution.** Let ξ = x/s, φ = Φ/V and r = λ/s. The speed is then (2eV/M)^(1/2)[φ(ξ) − φ(ξ')]^(1/2). Poisson's equation, d²Φ/dx² = en/ε₀, becomes

d²φ/dξ² = C g(ξ),

where

g(ξ) = ∫₀^ξ exp[−(ξ−ξ')/r]/{r[φ(ξ)−φ(ξ')]^(1/2)} dξ' + exp(−ξ/r)/φ(ξ)^(1/2)

C = Js²/[ε₀(2e/M)^(1/2)V^(3/2)].

The edge conditions are φ(0) = 0 and dφ/dξ = 0 at ξ = 0. The condition φ(1) = 1 then selects C. Since r is the only parameter left, C depends only on r, and

J = C(λ/s) ε₀(2e/M)^(1/2) V^(3/2)/s².

At fixed λ and s, J is thus proportional to V^(3/2) for every value of λ/s in this model. The reason is that multiplying the whole potential by a constant changes all ion speeds by the square root of that constant, and leaves the collision probabilities unchanged. The thickness does not enjoy the same freedom, because s is compared with λ.

In the local limit, comparison with J_loc gives

C_loc = (2/3)(5/3)^(3/2)(r/π)^(1/2), r → 0.

The factor r^(1/2) supplies the extra s^(−1/2).

For r → ∞ no ion collides, and g = φ^(−1/2). Multiply the equation by dφ/dξ and integrate from the edge:

(1/2)(dφ/dξ)² = 2Cφ^(1/2).

Take the positive root and separate the variables:

φ^(−1/4) dφ = 2C^(1/2) dξ.

Integration gives (4/3)φ^(3/4) = 2C^(1/2)ξ. At ξ = 1, where φ = 1, this yields C = 4/9. The result is Child's law:

J_Child = (4/9)ε₀(2e/M)^(1/2)V^(3/2)/s².

Its value in the example is 2.74 A/m², so collisions reduce the current that can cross this sheath at the given V and s. The local formula reaches the collisionless value when C_loc = 4/9. Squaring both sides gives

(4/9)(125/27)r/π = 16/81, so r = 12π/125 = 0.302.

Beyond this ratio the local formula would give more current than free fall. This is a warning of its failure, not the place where the failure begins.

### (i) How large is the error at finite λ/s?

**Question.** Find why the local formula errs, in which direction, and by how much in the example.

**Solution.** First consider depths much greater than λ. The potential drop during the last distance y before x is, to second order,

Φ(x) − Φ(x−y) = Ey − E'y²/2,

where E' = dE/dx. To first order in E'y/E, the reciprocal speed is

1/v = [M/(2eEy)]^(1/2)[1 + E'y/(4E)].

The correction must be averaged with the weight y^(−1/2)exp(−y/λ)/λ. The integral of this weight is (π/λ)^(1/2). With an additional factor y, the integral is (πλ)^(1/2)/2. Their ratio is λ/2, so

n = [J/(eu)][1 + λE'/(8E)].

The local profile has E'/E = 2/(3x). The bracket is then 1 + λ/(12x). Ions arriving at x gained their speed in the weaker field upstream. They are slower than the local law says, and their density is higher. Poisson's equation becomes

E^(1/2) dE/dx = [J/(ε₀a)][1 + λ/(12x)].

Integration of the extra term produces a logarithm of x/λ. It contributes a relative correction of (λ/12s)ln(s/λ) to E^(3/2) at the electrode. The region near the edge adds a term of order λ/s, which is the larger of the two in the example.

Within a distance much smaller than λ from the edge, the expansion fails. Most ions there have not collided, and the free-fall solution gives E ∝ x^(1/3). Sufficiently near the edge this exceeds the local x^(2/3) field. Both regions therefore raise the field at given J. To keep V fixed, J must be lower than J_loc.

The full equation was solved numerically by repeated substitution. A trial φ gives g, two integrations give a new φ, and C is chosen to make φ(1) = 1. The new and old shapes are mixed, and the cycle is repeated until the relative changes are below 10⁻⁸. Depth was represented by ξ = z³ with 240 equal intervals in z and cubic splines, and the birth integral used 120 Gauss–Legendre points. The ratio of the resulting current to J_loc is:

- 0.853 at λ/s = 0.1;
- 0.978 at λ/s = 0.01;
- 0.9973 at λ/s = 0.001.

The ratio approaches one from below. For the argon sheath, at λ/s = 0.052, the kinetic current density is 1.03 A/m², which is 8.9 % below J_loc. A grid of 120 intervals with 80 integration points changed it by less than 10⁻⁶ of its value.

The local power of s follows from J ∝ C(r)/s² at fixed λ:

d ln J/d ln s = −2 − d ln C/d ln r.

Evaluating C at r multiplied and divided by 1.05 gives a power of −2.42 in the example and −2.498 at λ/s = 0.001. The power −5/2 is thus a limiting value, approached from the collisionless −2 as the sheath becomes thick compared with λ.

### (j) What happens to the impact energy?

**Question.** Estimate the mean energy at the electrode, including the change of field over one mean free path, and compare it with the kinetic solution.

**Solution.** An ion hitting the electrode was born a distance y away with probability density exp(−y/λ)/λ, apart from the negligible fraction exp(−s/λ) that crossed the whole sheath. Its energy is

W = e[Φ(s) − Φ(s−y)] ≈ e[E(s)y − E'(s)y²/2].

Since ⟨y⟩ = λ and ⟨y²⟩ = 2λ²,

⟨W⟩ ≈ e[E(s)λ − E'(s)λ²].

With the local profile, E'(s) = 2E(s)/(3s), so

⟨W⟩ ≈ eE(s)λ[1 − 2λ/(3s)].

This changes 86.3 eV to 83.3 eV. The kinetic solution gives 80.8 eV. The next term of the expansion, calculated with the local profile, is only eE''(s)λ³ = −(2/9)(λ/s)²eE(s)λ, or about −0.05 eV. The remaining difference therefore comes from the potential profile itself, which the kinetic charge density has altered.

### (k) Does the plasma edge matter?

**Question.** Let the ions enter at the Bohm speed u_B = (eT/M)^(1/2), where T is the electron temperature in volts, and include Boltzmann electrons. Estimate the change in J for T = 3.0 V, retaining the local drift law.

**Solution.** The drift speed equals u_B at the edge if aE₀^(1/2) = u_B. Squaring gives

2eλE₀/(πM) = eT/M, so E₀ = πT/(2λ).

In the example u_B = 2.69 km/s and E₀ = 9.1 kV/m, which is 5.5 % of the wall field in the basic model. Electron and ion densities are set equal at the edge, and the electron density then falls as exp(−Φ/T). Poisson's equation becomes

dE/dx = [J/(ε₀a)][E^(−1/2) − E₀^(−1/2) exp(−Φ/T)].

Because dΦ/dx = E, it is convenient to use Φ as the independent variable:

dE/dΦ = [J/(ε₀aE)][E^(−1/2) − E₀^(−1/2) exp(−Φ/T)], dx/dΦ = 1/E.

These equations were integrated numerically from Φ = 0 to V, and J was adjusted until the thickness was 10 mm. The result is 1.175 A/m², an increase of 3.7 % over J_loc.

Two effects compete. A finite edge field supplies part of the voltage, and by itself would lower the current needed. Electrons cancel part of the ion charge, so that more ion current is needed for the same voltage. The positive sum shows that the electrons have the larger effect here.

The number is an estimate of size. Near the edge the potential changes by T over about T/E₀ = 2λ/π, which is shorter than a mean free path, so the local drift law is not reliable there. With nonlocal ion motion, the same edge field, entry speed and electrons raise J by about 9 to 10 % above the kinetic value of 1.03 A/m² in part (i). This is more than twice the local increase, and brings J back to within about 1 % of J_loc. The edge density for J_loc is J_loc/(eu_B) = 2.6 × 10¹⁵ m⁻³, and the corresponding Debye length, (ε₀T/en)^(1/2), is 0.25 mm. The sheath is about 40 Debye lengths thick, consistent with a high-voltage sheath.

### (l) What do the remaining assumptions cost?

**Question.** Assess the gas temperature, elastic scattering, an energy-dependent mean free path and ionization in the sheath.

**Solution.** The gas counts as cold where an ion gains much more than the thermal energy k_BT_gas between collisions. The two energies are equal at the field k_BT_gas/(eλ) = 50 V/m. In the local profile x/s = [E/E(s)]^(3/2), so the field is weaker than this in only 5 × 10⁻⁶ of the thickness. Gas temperature has a negligible direct effect in this example, though it still enters through the gas density and hence through λ. The 300 K was assumed, not calculated, and the sheath heats its own gas: the fast neutrals carry about 1.03 × (1000 − 81) ≈ 950 W/m². Suppose that they give up this energy over 2 to 10 mm, and that the heat is conducted to the electrode and to a wall 5 cm away, both at 300 K. The gas in the sheath is then roughly 80 to 30 K hotter on average. At fixed pressure this lengthens λ and raises J at fixed V and s by roughly 13 to 5 %.

Elastic scattering of ions by atoms was left out of the basic model. Suppose that it is isotropic in the centre-of-mass frame, with a constant cross-section between 15 and 40 % of σ. The drift speed in a given field is then lower by about 3 to 8 %, and in the local model J at fixed V and s falls in the same proportion. The range of cross-sections is only illustrative.

Charge-exchange cross-sections fall slowly with ion energy, so the mean free path is longer where the field is stronger. As a rough model, let λ vary as E^0.1 and keep its value at the nominal wall field of 167 kV/m. Since u contains (λE)^(1/2), its power of the field becomes p = 0.55. The general result of part (e) then gives

J ∝ V^1.55/s^2.55.

For the amount of the change, set b = aE_ref^(−0.05) with E_ref = 5V/(3s), evaluated for the example. The ratio to J_loc is

(1/1.55)(2.55/1.55)^1.55 (3/5)^0.05/1.4344 = 0.9485.

The current falls by 5.2 %, because λ is smaller than its value at E_ref throughout the sheath.

Ionization is more troublesome. Suppose that each ion releases γ = 0.10 electrons from the electrode, and that these electrons ionize argon with a cross-section σ_i = 1.5 × 10⁻²⁰ m². Both are rough values. If the new electrons ionize in the same way, the electron number grows as exp(Nσ_i x_e), where x_e is the distance from the electrode. The number of ions made in the sheath per ion striking the electrode is

γ[exp(Nσ_i s) − 1] = 0.10 × [exp(0.724) − 1] = 0.106.

About a tenth of the ion flux at the electrode would thus be created inside the sheath, in conflict with the assumption of constant flux. The resulting change of J at fixed V and s has not been calculated. The emitted electrons also add γJ to the electrical current in the external circuit, so a measured electrode current is not the ion current alone. They enter the plasma with up to 1000 eV. At about 30 eV per ion pair this is enough for about 3 ion pairs per ion striking the electrode, if they stop in the gas. At this bias the supply of ions need not be set by the separate source alone.

Lower pressure reduces ionization but lengthens λ. Higher pressure does the reverse. With λ = 1/(Nσ), the exponent above is

Nσ_i s = (σ_i/σ)(s/λ).

A very small λ/s therefore makes Nσ_i s large at these cross-sections. The mathematical limit λ/s → 0 is clean only if ionization is left out, and a real sheath may offer no more than a limited range in which both approximations are fair.

### (m) When may the law be used for a real process?

**Question.** Decide what the result says about an etching electrode.

**Solution.** The example describes a high-pressure form of sputter etching, with a large bias. The conclusion changes at low pressure. At 10 mTorr, with the other gas data unchanged, λ would be 15 times longer, about 7.8 mm. For a 10 mm sheath λ/s would then be 0.78, and the constant-λ collisional law would be unsuitable. At 150 mTorr its 0.113 mA/cm² is a reasonable first estimate within the steady model. Nonlocal motion lowers it by about 9 %, the edge treatment raises it by about 4 % in the local estimate and possibly by more than twice that, the chosen variation of λ lowers it by about 5 %, elastic scattering could lower it by several per cent, and heating of the gas by fast neutrals could raise it by a similar or larger amount. These changes were calculated separately and should not simply be added. Ionization breaks the constant-flux assumption by about a tenth of the wall flux.

An etching electrode may instead be driven at radio frequency. Its sheath edge then moves, and electrons enter part of the sheath during part of each cycle. The time-averaged charge is then not the ion charge used here, and the steady formula should not be applied by simply inserting an average voltage and thickness. The size of that error has not been estimated.

For a steady sheath, the law is suitable when λ is no more than a few hundredths of s, V is much larger than the electron temperature in volts, and few ions are born in the sheath. These conditions may hold together only in a narrow range. With the values of γ, σ and σ_i used in part (l), the number of ions born in the sheath per ion striking the electrode is already 0.55 at λ/s = 0.02. At fixed λ and s, an observed current proportional to V^(3/2) would not by itself identify the collisional regime, since part (h) gives the same power without collisions. The dependence on thickness, or on gas density at fixed V and s, carries that information.
